# Why Muon Pair Production Dips Just Below a Vector Resonance

## The situation

Electrons and positrons collide at energy $E$, and muon pairs are counted while $E$ is moved through the mass $M$ of a narrow vector resonance $V$. Far from $M$ the rate follows the smooth curve of single-photon exchange. Near $M$ it shows a peak, tall if the resonance decays often enough to lepton pairs. The two flanks of the peak differ: on the low side the rate falls below the photon curve, while on the high side it stays above. For a tall peak, a sharply defined collision energy and no photon radiation from the beams, the dip would go almost to zero; in practice it is shallower. Two amplitudes lead to the same final state, so interference is expected. What needs explaining is why its sign is fixed, and where the rate is lowest.

I use $\hbar=c=1$, $e^2=4\pi\alpha$, $s=E^2$ and metric $(+,-,-,-)$. Energies are in MeV and cross sections in nb. The calculation is at tree level, with a constant width $\Gamma$ for the resonance. The electron mass is neglected and the muon mass $m$ is kept. Leptons are assumed to reach $V$ only through its mixing with the photon. Radiation, other resonances and weak exchange are left out.

## First contribution: the photon

The electron current creates a photon of squared mass $s$, which ends on the muon current. Because $q_\mu\bar v\gamma^\mu u=0$ for each current, terms proportional to $q_\mu q_\nu$ in any exchanged propagator drop out. In the centre-of-mass frame, where $q=(E,\mathbf 0)$, this leaves only spatial components. Apart from a common phase, the amplitude is

$$\mathcal M=\frac{e^2}{s}F\,[\bar v\gamma^\mu u]_e[\bar u\gamma_\mu v]_\mu ,$$

with $F=1$ for the photon alone. Any further vector exchange with the same currents changes only $F$.

Let $\mathbf n$ and $\mathbf k$ be unit vectors along the electron and muon momenta, $\theta$ the angle between them, and $\beta=\sqrt{1-4m^2/s}$ the muon speed. The Dirac traces give the spin-summed current tensors

$$L_e^{ij}=2s(\delta^{ij}-n^in^j),\qquad L_\mu^{ij}=2s(\delta^{ij}-\beta^2k^ik^j).$$

Their contraction is $4s^2(3-\beta^2-1+\beta^2\cos^2\theta)=4s^2(2-\beta^2\sin^2\theta)$. Multiplying by $e^4|F|^2/s^2$, by $1/4$ for the average over initial spins, and by the flux and phase-space factor $\beta/(64\pi^2s)$ gives, with $e^4=16\pi^2\alpha^2$,

$$\frac{d\sigma}{d\Omega}=\frac{\alpha^2\beta}{4s}(2-\beta^2\sin^2\theta)|F|^2 .$$

Since $\int\sin^2\theta\,d\Omega=8\pi/3$, the angular integral is $8\pi(1-\beta^2/3)$. Using $(3-\beta^2)/2=1+2m^2/s$,

$$\sigma=\frac{4\pi\alpha^2}{3s}\,\beta\left(1+\frac{2m^2}{s}\right)R,\qquad R=|F|^2 .$$

The ratio $R$ to the pure-photon rate is the same at every angle, so the dip cannot be removed by selecting a direction.

## Second contribution: the resonance, and its sign

Let the photon field $A$ and a vector field $V$ of bare mass $m_b$ mix through their kinetic terms with strength $\kappa$, where $|\kappa|<1$. Leptons couple to $A$. For the transverse components the inverse propagator is

$$sK-m^2,\qquad K=\begin{pmatrix}1&\kappa\\ \kappa&1\end{pmatrix},\qquad m^2=\begin{pmatrix}0&0\\0&m_b^2\end{pmatrix}.$$

(In this matrix expression $m^2$ is the boson mass matrix, not the muon mass.) The eigenvalues of $K$ are $1\pm\kappa$, both positive: each mode has positive kinetic energy. One can therefore choose real modes with $m^2v_n=\lambda_nKv_n$ and $v_m^TKv_n=\delta_{mn}$. The normalization implies $\sum_nv_nv_n^T=K^{-1}$. Since $(sK-m^2)v_n=(s-\lambda_n)Kv_n$, the inverse matrix is

$$(sK-m^2)^{-1}=\sum_n\frac{v_nv_n^T}{s-\lambda_n}.$$

Leptons see its photon-photon element $D$, whose residues are the squares of the photon components of the modes. That is the origin of the fixed sign. Reversing $\kappa$ reverses the coupling of the resonance to both electrons and muons, and the product is unchanged.

For two fields the inversion is explicit. The determinant is $s(s-m_b^2)-\kappa^2s^2$, so

$$D=\frac{s-m_b^2}{s[(1-\kappa^2)s-m_b^2]}
=\frac1s\left[1+\frac{\kappa^2s}{(1-\kappa^2)s-m_b^2}\right],$$

where the second form follows from $s-m_b^2=[(1-\kappa^2)s-m_b^2]+\kappa^2s$. Defining

$$M^2=\frac{m_b^2}{1-\kappa^2},\qquad r=\frac{\kappa^2}{1-\kappa^2}>0,$$

we obtain

$$D=\frac1s+\frac{r}{s-M^2}.$$

The photon residue remains one, so the electric charge measured at $s=0$ is unaffected.

Between the poles, $dD/ds=-1/s^2-r/(s-M^2)^2<0$. The function falls from $+\infty$ just above $s=0$ to $-\infty$ just below $M^2$, and must cross zero once. Setting $s-M^2+rs=0$ gives

$$s_0=\frac{M^2}{1+r}=m_b^2 .$$

The zero has a mechanical meaning. The second field equation, $\kappa sA+(s-m_b^2)V=0$, requires $A=0$ at $s=m_b^2$. The field $V$ then balances the electron source through the mixing, and no photon field is left to drive the muons. The same happens to a driven oscillator when an attached second oscillator is tuned to the driving frequency.

Decays of $V$ spoil this balance. Replacing $m_b^2$ by $m_b^2-iG$, with constant $G>0$, in the bracketed form of $D$ gives

$$F=sD=1+\frac{rs}{s-M^2+iM\Gamma},\qquad M\Gamma=\frac{G}{1-\kappa^2}.$$

The residue stays real in this model. The leptonic part of the width is counted in the constant $\Gamma$. This is an approximation: decays that pass through the photon cease where $A=0$, so they do not fill the zero, and the depth of a deep dip is set by the direct decays alone. In the example below, electron and muon pairs make up a tenth of $\Gamma$, and since the depth goes as the square of the width ($1/0.9^2\approx1.23$), the model overstates $R_{\min}$ by about 23 percent if these are the only decays through the photon. A real resonance near 3 GeV also decays to hadrons through the photon, at roughly twice the $e^+e^-$ rate; counting those decays the same way raises the overstatement to about 60 percent.

## How large is the second contribution?

The residue can be traded for the width $\Gamma_{ee}$ of $V\to e^+e^-$. Write the resonance coupling to each lepton as $g$, so that $r=g^2/e^2$. The sum over polarizations is $-g_{\mu\nu}+q_\mu q_\nu/M^2$, and the second term vanishes by current conservation. The first gives

$$-g_{\mu\nu}\,4\left(p_1^\mu p_2^\nu+p_1^\nu p_2^\mu-g^{\mu\nu}p_1\!\cdot p_2\right)=8p_1\!\cdot p_2=4M^2,$$

because $M^2=(p_1+p_2)^2=2p_1\cdot p_2$. With $1/3$ for the polarization average, $1/(2M)$ for the decaying particle and $1/(8\pi)$ for massless two-body phase space,

$$\Gamma_{ee}=\frac{1}{2M}\frac{1}{8\pi}\frac{4M^2g^2}{3}=\frac{g^2M}{12\pi},
\qquad r=\frac{12\pi\Gamma_{ee}}{4\pi\alpha M}=\frac{3\Gamma_{ee}}{\alpha M}.$$

It is useful to define an energy

$$\Delta=\frac{rM}{2}=\frac{3\Gamma_{ee}}{2\alpha}.$$

For small $r$, $\sqrt{s_0}\simeq M(1-r/2)=M-\Delta$. Thus $\Delta$ is the distance of the zero-width zero below the resonance.

## Interference weighed against the resonance square

Set $x=s/M^2$ and $\gamma=\Gamma/M$. The resonance part of $F$ is

$$f=\frac{rx}{x-1+i\gamma}=\frac{rx(x-1-i\gamma)}{(x-1)^2+\gamma^2}.$$

Since $R=1+2\,\mathrm{Re}f+|f|^2$,

$$R=1+\frac{2rx(x-1)}{(x-1)^2+\gamma^2}+\frac{r^2x^2}{(x-1)^2+\gamma^2}.$$

The three terms are the photon alone, the interference, and the resonance alone. The interference is negative below $M$ and positive above. The last term is positive on both sides.

The total rate does not cross the photon curve at $M$. The last two terms cancel when $2(x-1)+rx=0$, that is at

$$x=\frac{2}{2+r},\qquad E\simeq M\left(1-\frac r4\right)=M-\frac\Delta2 .$$

The common denominator has dropped out, so this crossing does not depend on $\Gamma$. Below it $R<1$; above it $R>1$. Between $M-\Delta/2$ and $M$ the interference is still destructive, but the resonance square outweighs it. The dip therefore lies below the resonance with a gap, not directly against it.

## Locating the minimum

Let $a=1+r$. Combining the two terms of $F$ over one denominator gives

$$R=\frac{(ax-1)^2+\gamma^2}{(x-1)^2+\gamma^2}.$$

The numerator of $dR/dx$, divided by two, is

$$a(ax-1)[(x-1)^2+\gamma^2]-(x-1)[(ax-1)^2+\gamma^2].$$

Collecting the terms with and without $\gamma^2$, this becomes

$$(ax-1)(x-1)(1-a)+\gamma^2[(a^2-1)x-(a-1)]=-r\,Q(x),$$

where the factor $a-1=r$ has been taken out and

$$Q(x)=(ax-1)(x-1)-\gamma^2[(a+1)x-1]$$

$$\phantom{Q(x)}=ax^2-(a+1)(1+\gamma^2)x+1+\gamma^2 .$$

Now $Q(0)=1+\gamma^2>0$ and $Q(1)=-a\gamma^2<0$. One root lies between $0$ and $1$, the other above $1$. As $dR/dx$ has the sign of $-Q$, $R$ falls to the lower root, rises to the upper one, and then falls again. The minimum is below $M$ and the maximum slightly above it:

$$x_\mp=\frac{(a+1)(1+\gamma^2)\mp\sqrt{(a+1)^2(1+\gamma^2)^2-4a(1+\gamma^2)}}{2a}.$$

The depth of the dip and the height of the peak are linked. At a stationary point $R$ equals the ratio of the derivatives of its numerator and denominator, $R=a(ax-1)/(x-1)$. From the factorized quadratic,

$$(x_+-1)(x_--1)=\frac{Q(1)}a=-\gamma^2,$$

$$(ax_+-1)(ax_--1)=a\,Q(1/a)=-\gamma^2,$$

and hence $R_{\min}R_{\max}=a^2=(1+r)^2$. For small $r$, a peak several hundred times the photon rate comes with a dip to a few thousandths of it. The exact value of the product belongs to the constant-width form: since decays through the photon do not fill the dip, the product is lower by about the square of the direct fraction of the width, $0.9^2=0.81$ for the leptonic decays of the example below.

For $r,\gamma\ll1$ a simpler form suffices. Put $x=1+y$ with $|y|\ll1$. Then $ax-1=r+ay\simeq r+y$, and the bracket multiplying $\gamma^2$ in $Q$ is close to one. The condition $Q=0$ becomes $y(y+r)=\gamma^2$, with lower root $y_-=-\tfrac12[r+\sqrt{r^2+4\gamma^2}]$. Using $r=2\Delta/M$, $\gamma=\Gamma/M$ and $E-M\simeq My/2$,

$$E_{\min}\simeq M-\frac12\left[\Delta+\sqrt{\Delta^2+\Gamma^2}\right].$$

At this root $y+r=\gamma^2/y$, so

$$R_{\min}\simeq\frac{\gamma^4/y_-^2+\gamma^2}{y_-^2+\gamma^2}=\frac{\gamma^2}{y_-^2}
=\left[\frac{\Gamma}{\Delta+\sqrt{\Delta^2+\Gamma^2}}\right]^2 .$$

There are two limits.

- **Narrow, $\Gamma\ll\Delta$:** $E_{\min}\simeq M-\Delta-\Gamma^2/(4\Delta)$ and $R_{\min}\simeq(\Gamma/2\Delta)^2$. The position is set by the leptonic width, and the constant width $\Gamma$ of the model fills in the zero. The term $\Gamma^2/(4\Delta)$ is meaningful only while it exceeds the neglected shift $+3\Delta^2/(2M)$, which is $0.0005$ MeV in the example below.
- **Broad, $\Gamma\gg\Delta$, still with $\Gamma\ll M$:** $E_{\min}\simeq M-\Gamma/2-\Delta/2$ and $R_{\min}\simeq1-2\Delta/\Gamma$. Only a shallow depression remains. The position carries a neglected shift of about $+3\Gamma^2/(8M)$, so the term $\Delta/2$ is meaningful only for $\Gamma^2\ll\Delta M$.

Since $\Delta/\Gamma=3\Gamma_{ee}/(2\alpha\Gamma)$, a deep dip requires an electronic branching fraction $\Gamma_{ee}/\Gamma$ well above $2\alpha/3$, about half a percent.

## Numbers for a narrow resonance

Take the round model values $M=3000$ MeV, $\Gamma=0.1$ MeV and $\Gamma_{ee}=0.005$ MeV. Then

$$\Delta=\tfrac32(137.036)(0.005)=1.028\ \text{MeV},\qquad r=\frac{2(1.028)}{3000}=6.85\times10^{-4}.$$

The near-resonance formula places the minimum at

$$-\tfrac12\left[1.028+\sqrt{1.028^2+0.1^2}\right]=-1.030\ \text{MeV}$$

relative to $M$. A direct search gives $-1.0297$ MeV, so $E_{\min}=2998.970$ MeV. Minimizing the cross section obtained from explicit Dirac traces gives the same offset to the printed digits; the falling factor $1/s$ has no visible effect on so sharp a dip.

At the minimum $R=0.00236$. The photon rate of $9.65$ nb is reduced to $9.65\times0.00236=0.023$ nb. The maximum has $R=424.5$ and lies $0.0024$ MeV above $M$. The product of the two ratios is $1.00137$, equal to $(1+r)^2$.

Farther out, the terms can be weighed separately:

| $E-M$ (MeV) | photon | interference | square | $R$ |
|---|---|---|---|---|
| $-3$ | 1 | $-0.684$ | 0.117 | 0.433 |
| $+3$ | 1 | $+0.686$ | 0.118 | 1.804 |

The square is nearly even about $M$ and the interference nearly odd, so the asymmetry comes almost wholly from interference. The resonance alone would add only about 12 percent of the photon rate here, yet its interference with the photon removes or adds nearly 70 percent: a small amplitude enters linearly there and quadratically in its own rate.

Increasing $\Gamma$ at fixed $\Gamma_{ee}$ shows the crossover between the two limits:

| $\Gamma$ (MeV) | minimum, $E-M$ (MeV) | $R_{\min}$ |
|---|---|---|
| 0.1 | $-1.03$ | 0.0024 |
| 1 | $-1.23$ | 0.165 |
| 10 | $-5.53$ | 0.815 |

These are minima of $R$. For a shallow dip the minimum of $\sigma$ itself lies higher in energy, because $R$ must rise enough to offset the fall of $1/s$. The shift is about $0.08$ MeV at $\Gamma=10$ MeV and about 7 MeV at $\Gamma=50$ MeV, and at $\Gamma=120$ MeV $\sigma$ has no local minimum left.

## What an energy spread does

Colliding beams have a spread of energies, and the measured rate averages $R$ over it. Near $M$ the resonance square is approximately $\Delta^2/[(E-M)^2+\Gamma^2/4]$, with area $2\pi\Delta^2/\Gamma\simeq66$ MeV. A Gaussian spread of standard deviation 1 MeV has density about $0.23$ per MeV at a distance of 1.03 MeV. At the nominal energy of the true minimum, the peak therefore contributes roughly $66\times0.23\simeq15$ times the photon rate, and the dip there is buried.

The averaged curve has its minimum where the Gaussian tail of the peak has become small but the interference is still appreciable. For this example that is $3.63$ MeV below $M$, with an averaged $R$ of $0.524$. An observed minimum must therefore be corrected for the energy spread before $\Delta$ is read from it. It must also be corrected for photon radiation from the beams, which is left out here. In a soft-photon estimate for this example, radiation alone fills the sharp dip to $R$ of order $0.1$ to $0.3$, depending on the energy loss accepted, and moves the averaged minimum up by about $0.06$ MeV.

## When the sign can change

The argument needs the product of the resonance couplings to electron and muon to have the same sign as the product of their charges. Photon mixing guarantees this, because both couplings are the same multiple of the charge. If the residue is reversed by hand in the example, the minimum moves to $1.031$ MeV above $M$, and the enhancement appears below.

A vector particle with independent electron and muon couplings could realize that reversed case. If the couplings depend on helicity, each helicity combination has its own $r$, and no single $F$ describes the rate. When this holds for both the electron and the muon, the ratio to the photon rate in general depends strongly on angle as well. For the muon alone a weak angular dependence remains through the muon mass; for the massless electron alone there is none. A final state to which $V$ couples directly, and not just through the photon, also falls outside the argument, since its residue is no longer a square.

The numerical output below lists the values used here.

## Calculated quantities

```
inverse fine-structure constant: 137.036
muon mass: 105.658 MeV
resonance mass M: 3000 MeV
total width Gamma: 0.100 MeV
electronic width Gamma_ee: 0.0050 MeV
electronic width from traces: 0.005000 MeV
coupling g^2: 6.2832e-05 (dimensionless)
photon coupling e^2: 0.09170 (dimensionless)
relative residue r: 6.8518e-04 (dimensionless)
mixing |kappa|: 0.02617 (dimensionless)
D = 3 Gamma_ee/(2 alpha): 1.02777 MeV
zero-width zero, offset from M: -1.02724 MeV
minimum of R, offset by search: -1.02967 MeV
minimum, offset by quadratic: -1.02967 MeV
minimum, near-resonance offset: -1.03020 MeV
energy of the minimum: 2998.9703 MeV
minimum of sigma, offset by search: -1.02967 MeV
R at minimum: 0.002359 (dimensionless)
maximum of R, offset: 0.00243 MeV
R at maximum: 424.523 (dimensionless)
product R_min R_max: 1.0013708 (dimensionless)
R = 1 crossing, offset: -0.51375 MeV
photon-only sigma at M: 9.6504 nb
sigma at minimum: 0.02278 nb
sigma at maximum of R: 4096.8 nb
offset -3.0 MeV: interference -0.68396, square 0.11698, R 0.43302
offset +3.0 MeV: interference +0.68602, square 0.11769, R 1.80371
reversed residue: minimum offset +1.03073 MeV
Gamma 0.1 MeV: min offset -1.0297 MeV, near-resonance -1.0302 MeV, R_min 0.00236
Gamma 1.0 MeV: min offset -1.2302 MeV, near-resonance -1.2309 MeV, R_min 0.16520
Gamma 10.0 MeV: min offset -5.5266 MeV, near-resonance -5.5402 MeV, R_min 0.81510
energy spread (standard deviation): 1.0 MeV
smeared minimum: offset -3.633 MeV, R 0.5236
```
